Two Decay Rates of an Overflow Rinse Tank with a Stagnant Zone

A rinse tank holds 34 L of water and is flushed with 40 L/min. If the whole volume were well mixed, the solute concentration at the outlet would fall to one thousandth of its starting value in 5.9 min. Suppose instead that 4 L of the same tank lie in a poorly flushed pocket, which trades only 0.8 L/min with the rest. The same thousandfold reduction then takes 16.8 min. A pocket with 12% of the volume has nearly tripled the rinse time, and the explanation lies in the second of two decay rates.

**The model and its balances**

Let the flushed zone have liquid volume V1 and solute concentration c1, and the stagnant zone volume V2 and concentration c2. Clean water enters the flushed zone at volume flow Q and leaves it over the weir at the same flow, carrying concentration c1. A flow q passes from the flushed zone to the pocket and an equal flow returns. Each zone is taken as well mixed, the volumes and flows are constant and positive, and the solute neither reacts nor sticks to surfaces. Conservation of solute in each zone gives

V1 dc1/dt = −Q c1 + q(c2 − c1)  (1)

V2 dc2/dt = q(c1 − c2)  (2)

The exchange terms are equal and opposite, so exchange moves solute without removing any. Removal happens only through Q c1. Define three rates,

a = Q/V1, b = q/V1, s = q/V2.  (3)

Here a is the flushing rate of the flushed zone by itself, and s is the rate at which the pocket would empty into clean surroundings. Dividing (1) by V1 and (2) by V2 gives

dc1/dt = −(a + b)c1 + b c2  (4)

dc2/dt = s c1 − s c2.  (5)

**The two rates**

These equations are linear with constant coefficients, so we try c1 = u exp(−λt) and c2 = w exp(−λt). Substitution gives

(a + b − λ)u = b w  (6)

(s − λ)w = s u.  (7)

If u were zero, (6) would make w zero as well; if w were zero, (7) would make u zero. A nontrivial solution therefore has both nonzero. Multiplying (6) by (7) and dividing by uw yields

(a + b − λ)(s − λ) = bs.  (8)

The left side expands to λ² − (a + b + s)λ + as + bs. The term bs cancels, leaving

p(λ) = λ² − (a + b + s)λ + as = 0.  (9)

The roots are

λ± = ½[a + b + s ± √((a + b + s)² − 4as)].  (10)

To see that they are real, write (a + b + s)² = (a + b − s)² + 4(a + b)s. The quantity under the root becomes

(a + b + s)² − 4as = (a + b − s)² + 4bs > 0.  (11)

The roots are thus real and distinct. Their sum a + b + s and product as are positive, so both are positive and both terms decay.

For the example, V1 = 30 L, V2 = 4 L, Q = 40 L/min and q = 0.8 L/min. This gives a = 1.3333, b = 0.0267 and s = 0.2000 per minute. From (11) the square root is √(1.16² + 4 × 0.0267 × 0.2) = 1.169 per minute, so

λ₊ = ½(1.560 + 1.169) = 1.365 per minute

λ₋ = as/λ₊ = 0.2667/1.365 = 0.195 per minute.

The corresponding time constants are 44 s and 5.1 min.

**Where the roots lie**

Since p(λ) is an upward parabola, any rate at which p is negative lies between the roots. Direct substitution gives

p(a) = a² − a² − ab − as + as = −ab

p(s) = s² − as − bs − s² + as = −bs

p(a + b) = −s(a + b) + as = −bs.  (12)

A fourth comparison is with a tank whose whole volume V = V1 + V2 is well mixed, which decays at Q/V. Put f = V1/V and g = V2/V = 1 − f. Then Q/V = af, and V1 b = V2 s = q implies bf = sg. Hence

p(af) = a²f² − a²f − abf − asf + as
= −a²fg − a(bf − sg) = −a²fg.  (13)

All four values are negative. The slow root is therefore below the flushing rate a, below the exchange rate s, and below the whole-tank rate Q/V, which is 1.18 per minute here. Within this model, a pocket with finite exchange always makes the final decay slower than that of the same total volume well mixed.

**Amplitudes, and why the slow rate owns the tail**

The outlet concentration is a sum of the two solutions,

c1(t) = A₊ exp(−λ₊t) + A₋ exp(−λ₋t).  (14)

At t = 0 this gives c1(0) = A₊ + A₋. Its derivative there, −λ₊A₊ − λ₋A₋, must equal the right side of (4). Multiply the first condition by λ₊ and add the second. The terms in A₊ cancel, and

A₋ = [(λ₊ − a − b)c1(0) + b c2(0)]/(λ₊ − λ₋).  (15)

By (12), λ₊ > a + b. Both coefficients in the numerator are positive, so A₋ > 0 for every starting state with nonnegative concentrations that are not both zero. The slow term is never absent. This holds even when the pocket starts clean, because the flushed zone contaminates it before the solute has been washed out.

The ratio of the slow term to the fast one has magnitude |A₋/A₊| exp[(λ₊ − λ₋)t] when A₊ is nonzero. It grows without limit. The late tail is therefore governed by λ₋, the smaller root, whatever the sizes of Q, q, V1 and V2. What remains is to find which physical process sets λ₋.

**Slow exchange**

Divide (8) by a + b − λ₋ to obtain s − λ₋ = bs/(a + b − λ₋), so that

λ₋ = s[1 − b/(a + b − λ₋)].  (16)

The bracket decreases as the λ₋ inside it increases. Since λ₋ lies between 0 and s, replacing it by these two ends gives, for s < a,

s(a − s)/(a + b − s) < λ₋ < sa/(a + b).  (17)

For the example the bounds are 0.1954 and 0.1961 per minute. When q ≪ Q, b is much smaller than a; when also q/V2 ≪ Q/V1, s is much smaller than a. Both bounds then approach s, and to first order in q/Q, at leading order in s/a,

λ₋ ≈ (q/V2)(1 − q/Q).  (18)

The late tail is controlled by exchange with the pocket. The estimate (18) gives 0.2 × 0.98 = 0.196 per minute. The small correction arises because a little of the solute leaving the pocket returns to it before reaching the weir.

The sum of the roots gives λ₊ = a + b + (s − λ₋), and the last bracket is small, so λ₊ ≈ (Q + q)/V1. The fast term is the flushed zone emptying to the weir and, slightly, into the pocket.

For a uniform start, c1(0) = c2(0) = c0, equation (15) becomes

A₋/c0 = (λ₊ − a)/(λ₊ − λ₋).  (19)

Its numerator is b + s − λ₋ ≈ b and its denominator is close to a, so A₋/c0 ≈ b/a = q/Q. The example gives 0.0267, against q/Q = 0.02. The excess is there because s/a = 0.15 is not very small.

The shape of the tail shows where its solute comes from. By (7),

c1/c2 → u/w = 1 − λ₋/s = 0.023.  (20)

The pocket is more than forty times as concentrated as the outlet. A clean-looking overflow is then a poor guide to what remains in the tank.

**How strongly each flow controls the tail**

The statement that exchange controls the slope can be made quantitative. Hold q and both volumes fixed and vary Q. Only a changes. Differentiating p(λ₋) = 0 with respect to a gives

(2λ₋ − a − b − s)dλ₋/da − λ₋ + s = 0.

Because a + b + s = λ₊ + λ₋, the first bracket is −(λ₊ − λ₋). Thus dλ₋/da = (s − λ₋)/(λ₊ − λ₋). Multiply by a/λ₋ and use as/λ₋ = λ₊:

S_Q = (Q/λ₋)∂λ₋/∂Q = (λ₊ − a)/(λ₊ − λ₋).  (21)

This is the fractional change of the slow rate per small fractional change of Q. If Q and q are both multiplied by one factor at fixed volumes, then a, b and s, and hence both roots, are multiplied by it. The two sensitivities must therefore add to one:

S_q = (q/λ₋)∂λ₋/∂q = 1 − S_Q = (a − λ₋)/(λ₊ − λ₋).  (22)

In the example S_Q = 0.027 and S_q = 0.973. A 10% rise in q raises the tail rate by nearly 10%, whereas a 10% rise in Q raises it by about 0.2%. Comparison of (21) with (19) shows that S_Q equals the tail amplitude fraction of a uniform start. A weak tail in the outlet and a weak response of its slope to flushing go together.

**When the pocket does not control the tail**

The condition q ≪ Q is not sufficient by itself. Take V1 = 30 L, Q = 40 L/min, q = 0.4 L/min and a pocket of only 0.003 L. Here q/Q = 0.01, but q/V2 = 133 per minute, far above the flushing rate. The slow root is 1.333 per minute, a hundred times smaller than q/V2. So small a pocket follows the flushed zone almost at once, and flushing controls the tail.

More generally, suppose a ≪ b + s. Since λ₋ < a, the sum of the roots gives λ₊ ≈ b + s, and the product gives

λ₋ = as/λ₊ ≈ as/(b + s) = Q/(V1 + V2).  (23)

The last equality follows by inserting (3) and multiplying numerator and denominator by V1V2/q. This is the well-mixed tank, approached from below. The estimate (18), with its correction term, assumes both q ≪ Q and q/V2 ≪ Q/V1. For the leading result λ₋ ≈ q/V2 alone, (17) shows that a weaker condition is enough: s must lie below a, and b must be much smaller than a − s.

**Reading the rinse curve**

When A₊ > A₋ > 0, the two terms are equal at

t* = ln(A₊/A₋)/(λ₊ − λ₋).  (24)

For the uniform start this is ln(0.9733/0.0267)/1.169 = 3.1 min, when the outlet is at 2.9% of its starting value. The two terms have equal weight there, so the apparent rate −(1/c1)dc1/dt is the mean of the roots, 0.78 per minute.

The outlet fraction c1/c0 is 0.516 at 0.5 min and 0.271 at 1 min. The mean logarithmic slope between them is ln(0.516/0.271)/0.5 ≈ 1.29 per minute, near the fast rate. The fraction is 0.00379 at 10 min and 0.00143 at 15 min, which gives ln(0.00379/0.00143)/5 ≈ 0.195 per minute, the slow rate. An extrapolation of the first minute would miss the tail.

Well after t*, the fast term can be dropped, and the time to reach a target c_f is

t_f ≈ ln(A₋/c_f)/λ₋.  (25)

With c_f = 0.001 c0, this is ln(26.7)/0.1954 = 16.8 min, using 673 L of water. The fast term has by then fallen by a factor of about e²³, since λ₊t is about 23.

The starting state matters to the time but not to the rate. If the pocket starts clean and the flushed zone at c0, the tail amplitude is 0.0039 c0. Solving (14) numerically for the same target gives 7.3 min. Equation (25) would give 7.0 min; the difference is the remaining fast term, still about 5% of the target.

Rinse time depends on amplitude as well as slope, so a change of flow can shorten the rinse while leaving the slope almost alone. For the uniform start and the same target:

- Doubling Q at fixed q changes λ₋ only from 0.195 to 0.198 per minute. The time falls to 12.4 min because the tail starts lower, but the water used rises to 989 L.
- Doubling q at fixed Q raises λ₋ to 0.379 per minute. The time falls to 11.3 min, although the tail starts higher.
- Doubling both halves the time to 8.4 min and leaves the water used unchanged, because every rate doubles.

The third case matters in practice: if a stronger overflow also stirs the pocket, the response to Q is larger than the fixed-q result suggests.

**The example beside a real bath**

The numbers represent, roughly, an overflow bath for fifty 300 mm wafers after dilute hydrochloric acid. The values of V2 and q are assumed, not calculated from a tank geometry. Two-sided wafer area is 7.07 m²; a carried-over film 15 μm thick holds 0.106 L. At 0.024 mol/L acid, mixing this through 34 L before the overflow starts gives c0 = 7.5 × 10⁻⁵ mol/L and a target of 7.5 × 10⁻⁸ mol/L. Real baths are not two perfectly mixed volumes. Dividing both zones and the exchange equally among five cells in series, and integrating their balances numerically, changes the time from 16.8 to 16.0 min. Dividing the pocket instead into two equal layers that exchange 2.4 L/min, as eddies of 1 mm/s over a depth of 5 cm might provide, gives 17.6 min. The assumption of a constant q is also at risk. The ratio of buoyancy to inertia, g(Δρ/ρ)L/U² with L = 5 cm and U = 1 mm/s, reaches one for a temperature difference of only about 0.01 K, with a thermal expansion of 2.1 × 10⁻⁴ per kelvin. Buoyancy may help or hinder exchange, depending on where the pocket lies and on whether its water is denser or lighter than the rest. Since S_q is near one, the tail rate follows such changes almost in proportion; a doubled q already moves the time to 11.3 min. For a real tank with slow exchange, the late slope under operating conditions, taken after subtracting the feed concentration, gives an effective value of q/V2. For the two-layer pocket above, that slope is 0.180 per minute, although q/V2 is 0.200.

Other omissions can be sized with rough inputs. Diffusion out of a layer of thickness d, closed on one side and open to clean water on the other, has slowest rate π²D/(4d²). With D = 3 × 10⁻⁹ m²/s and d = 0.8 mm at the wafer, this is 0.69 per minute. It is faster than the tail but slower than λ₊, so the early outlet curve does not describe the wafer surface. With clean water outside, the solute initially in the layer would fall by a factor of about 10⁻⁵ in 16.8 min. The layer actually faces the outlet concentration, however, and lags behind it. In the late tail the surface concentration exceeds that of the outlet by the factor 1/cos(d√(λ₋/D)), about 1.5, so the wafer surface reaches the target about 2 min after the outlet does. This estimate takes D as constant. Near the target the chloride is about as dilute as water's own ions and diffuses more slowly than in the stronger acid, which stretches the delay to about 2.4 min if water's own ions are the only others present. If other ions, such as those from dissolved carbon dioxide, outnumber the chloride, D approaches chloride's own value of 2.0 × 10⁻⁹ m²/s, and a constant D of that size gives a delay of 3.9 min. Such layers on all the wafers would hold 5.7 L. If this volume is taken from the 30 L of the flushed zone and its solute is returned by diffusion, the outlet fraction at 5 min rises from 0.011 to 0.018, but the outlet time changes only from 16.8 to 16.9 min. In a pocket 5 cm deep with no internal motion, the same formula gives 1.8 × 10⁻⁴ per minute, about a thousand times slower than λ₋. The well-mixed pocket then fails as a description, and the rinse time from (25) with it. For a flat 4 L pocket of this depth, open over its whole upper or lower face, diffusion alone would let the outlet reach the target in about 5.4 min with 98% of the pocket's solute still in place.

Feed water with 0.05 μg/L of chloride contributes 1.9% of the target concentration and delays the rinse by about 0.1 min. Chloride adsorbed on the wafers at 10¹² ions/cm² would, if released at once into the full volume near the end of the rinse, add 4.6% of the target concentration. Released at the start, it would be rinsed out with the rest and hardly change the time. Gradual release would be a further reservoir with its own rate, which equations (1) and (2) do not contain.
